# Source Depletion Width at a Channel with a Finite Natural Length: a numerical check

```python
# Result under test: a uniformly doped source depletes over
#   w = sqrt(lam^2 + 2 V/K) - lam,   K = q N / eps,
# when joined to a channel whose potential relaxes exponentially to V.
# psi: potential from neutral p+ source (V); x: distance from junction (nm);
# lam: channel natural length (nm); N: acceptor density; K: V/nm^2.
# Rough silicon tunnel-transistor parameters are used for the example.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve
from scipy.special import expit

q, kB, hbar = const.e, const.k, const.hbar
eps_si, eps_ox = 11.7, 3.9
doping = 1e20             # cm^-3
V = 1.4                   # V
body, oxide = 5.0, 1.0    # nm
gap = 1.12                # eV
Nv300, Nc300 = 3e19, 3e19 # cm^-3, rough
drain_bias, channel_length, device_width = 0.5, 20.0, 10.0
reduced_mass = 0.15       # electron masses, rough
T = 300.0
Vt = kB * T / q


def curvature(N):
    return q * N * 1e6 / (eps_si * const.epsilon_0) * 1e-18


def width(K, lam, drop):
    return np.sqrt(lam**2 + 2 * drop / K) - lam


def shoot(K, lam, drop, length=None, end=None):
    """Find w by integrating both equations, without matched algebra."""
    length = 10 * lam if length is None else length
    end = drop if end is None else end
    options = dict(method="DOP853", rtol=1e-10, atol=1e-13)

    def march(w):
        source = solve_ivp(lambda x, y: [y[1], K], (-w, 0), [0, 0],
                           **options).y[:, -1]
        channel = solve_ivp(lambda x, y: [y[1], (y[0] - drop) / lam**2],
                            (0, length), source, t_eval=[lam, length],
                            **options).y[0]
        return source, channel

    scale = np.sqrt(2 * drop / K)
    w = brentq(lambda s: march(s)[1][-1] - end, 1e-6 * scale, 2 * scale,
               xtol=1e-11)
    source, channel = march(w)
    return w, source[0], source[1], channel[0]


# Largest natural length of the symmetric silicon/oxide cross-section
half = body / 2
lam = brentq(lambda s: np.tan(half / s) * np.tan(oxide / s)
             - eps_ox / eps_si, 1.001 * body / np.pi, 50)
K = curvature(doping)
w0 = np.sqrt(2 * V / K)
w = width(K, lam, V)
psi0 = K * w**2 / 2
field = K * w


def profile(x):
    return np.where(x < 0, K * np.maximum(x + w, 0)**2 / 2,
                    V - (V - psi0) * np.exp(-np.maximum(x, 0) / lam))


# Shooting tests of width, potential, field and limiting laws
numeric = shoot(K, lam, V)
assert np.allclose(numeric, [w, psi0, (V - psi0) / lam, profile(lam)],
                   rtol=2e-6)
for N_test, lam_test, V_test in [(2e19, 2, 0.7), (3e20, 8, 1.1)]:
    K_test = curvature(N_test)
    got = shoot(K_test, lam_test, V_test)[0]
    assert abs(got / width(K_test, lam_test, V_test) - 1) < 2e-6
short = shoot(K, 0.05 * w0, V)[0]
long = shoot(K, 20 * w0, V)[0]
assert abs(short / (w0 - 0.05 * w0) - 1) < 2e-3
assert abs(long / (w0 / 40) - 1) < 1e-3
assert abs(numeric[0] / w0 - np.exp(-np.arcsinh(lam / w0))) < 2e-6
sensitivity = -(w + 2 * lam) / (2 * (w + lam))
slope_numeric = np.log(shoot(1.01 * K, lam, V)[0]
                       / shoot(0.99 * K, lam, V)[0]) / np.log(1.01 / 0.99)
assert abs(slope_numeric - sensitivity) < 1e-4

# Fermi-Dirac integrals by the trapezoidal rule in sqrt(energy)
root_step = 0.05
root_energy = np.arange(0, 9, root_step)[:, None]


def fermi(eta):
    eta = np.atleast_1d(eta)
    occupied = expit(eta - root_energy**2)
    factor = 4 * root_step / np.sqrt(np.pi)
    density = factor * np.sum(root_energy**2 * occupied, axis=0)
    slope = factor * np.sum(root_energy**2 * occupied * (1 - occupied), axis=0)
    pressure = 2 * factor / 3 * np.sum(root_energy**4 * occupied, axis=0)
    return density, slope, pressure


direct = 2 / np.sqrt(np.pi) * quad(
    lambda e: np.sqrt(e) * expit(2 - e), 0, 60, epsabs=1e-11, limit=200)[0]
assert abs(fermi(2)[0][0] / direct - 1) < 1e-7


def hole_state(temp):
    ratio = doping / (Nv300 * (temp / 300)**1.5)
    eta = brentq(lambda z: fermi(z)[0][0] - ratio, -10, 15)
    density, _, pressure = fermi(eta)
    return eta, kB * temp / q * pressure[0] / density[0]


eta0, delta = hole_state(T)
delta400 = hole_state(400)[1]
bulk_density = fermi(eta0)[0][0]


def depleted_fraction(psi):
    density, slope, _ = fermi(eta0 - psi / Vt)
    return 1 - density / bulk_density, slope / (Vt * bulk_density)


def one_dimensional():
    h, left = 0.02, 10.0
    n_left = round(left / h)
    n_right = round(10 * lam / h)
    x = np.arange(-n_left, n_right + 1) * h
    source = np.where(x < -h / 2, 1.0, 0.0)
    source[n_left] = 0.5
    psi = profile(x)
    psi[0], psi[-1] = 0, V
    for _ in range(80):
        empty, slope = depleted_fraction(psi)
        residual = (psi[2:] - 2 * psi[1:-1] + psi[:-2]) / h**2
        residual -= (source * K * empty
                     + (1 - source) * (psi - V) / lam**2)[1:-1]
        band = np.full((3, len(x) - 2), 1 / h**2)
        band[1] = -2 / h**2 - (source * K * slope
                               + (1 - source) / lam**2)[1:-1]
        step = solve_banded((1, 1), band, -residual)
        psi[1:-1] += step
        if np.max(abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("one-dimensional Poisson solver did not converge")
    return h * np.sum(source * depleted_fraction(psi)[0]), psi[n_left]


w_holes, psi_holes = one_dimensional()
w_pressure = width(K, lam, V - delta)
assert abs(w_holes / w_pressure - 1) < 3e-3


def two_dimensional(h, spacer):
    """Upper half of a double-gate device; gate begins at x=0."""
    left, right, height = 8.0, 20.0, half + oxide + 4
    x = np.arange(round((left + right) / h) + 1) * h - left
    y = np.arange(round(height / h) + 1) * h
    xc, yc = np.meshgrid(x[:-1] + h / 2, y[:-1] + h / 2, indexing="ij")
    eps = np.where(yc < half, eps_si, np.where(xc < 0, spacer, eps_ox))
    source_cell = ((xc < 0) & (yc < half)).astype(float)
    p, s = np.pad(eps, 1), np.pad(source_cell, 1)
    cx = (p[1:-1, :-1] + p[1:-1, 1:]) / 2
    cy = (p[:-1, 1:-1] + p[1:, 1:-1]) / 2
    share = (s[:-1, :-1] + s[1:, :-1] + s[:-1, 1:] + s[1:, 1:]) / 4
    index = np.arange(len(x) * len(y)).reshape(len(x), len(y))
    a = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    b = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    c = np.concatenate([cx.ravel(), cy.ravel()])
    matrix = coo_matrix((np.concatenate([c, c, -c, -c]),
                         (np.concatenate([a, b, a, b]),
                          np.concatenate([a, b, b, a]))),
                        shape=(index.size, index.size)).tocsr()
    X, Y = np.meshgrid(x, y, indexing="ij")
    gate = ((X > -1e-8) & (Y > half + oxide - 1e-8)).ravel()
    free = np.flatnonzero(~gate)
    psi = np.where(X.ravel() > 1e-8, V, 0.0)
    psi[gate] = V
    nodes = np.flatnonzero(share.ravel())
    weight = eps_si * K * h**2 * share.ravel()[nodes]
    reduced = matrix[free][:, free]
    for _ in range(80):
        empty, slope = depleted_fraction(psi[nodes])
        residual = matrix @ psi
        residual[nodes] += weight * empty
        diagonal = np.zeros(index.size)
        diagonal[nodes] = weight * slope
        step = spsolve((reduced + diags(diagonal[free])).tocsc(),
                       -residual[free], permc_spec="MMD_AT_PLUS_A")
        psi[free] += step
        if np.max(abs(step)) < 1e-8:
            break
    else:
        raise RuntimeError("two-dimensional Poisson solver did not converge")
    empty = np.zeros(index.size)
    empty[nodes] = depleted_fraction(psi[nodes])[0]
    empty = empty.reshape(share.shape)
    psi = psi.reshape(share.shape)
    mid_width = 2 * h * np.sum(empty[:, 0] * share[:, 0])
    mean_width = h**2 * np.sum(empty * share) / half
    i6, i10 = round((left + 6) / h), round((left + 10) / h)
    decay = 4 / np.log((V - psi[i6, 0]) / (V - psi[i10, 0]))
    return mid_width, mean_width, psi[round(left / h), 0], decay


coarse = two_dimensional(0.25, eps_ox)
fringed = two_dimensional(0.125, eps_ox)
unfringed = two_dimensional(0.125, 1e-6)
assert abs(coarse[0] / fringed[0] - 1) < 0.04
assert abs(fringed[3] / lam - 1) < 0.02

# Tunnelling through the matched profile, using a two-band dispersion
def transmission(potential, start, end, offset):
    prefactor = 2 * np.sqrt(reduced_mass * const.m_e * q / gap) / hbar * 1e-9

    def decay(x):
        s = float(potential(x)) - offset
        return prefactor * np.sqrt(max(s * (gap - s), 0))
    points = [0.0] if start < 0 < end else None
    return np.exp(-2 * quad(decay, start, end, points=points, limit=200)[0])


test_field = 0.25
uniform = transmission(lambda x: test_field * x, 0, gap / test_field, 0)
exponent = np.pi * np.sqrt(reduced_mass * const.m_e) * (gap * q)**1.5
exponent /= 2 * hbar * q * test_field * 1e9
assert abs(np.log(uniform) / (-exponent) - 1) < 1e-5
x_dense = np.linspace(-w, 15 * lam, 60001)
psi_dense = profile(x_dense)
offsets = np.linspace(0, V - gap - 1e-3, 2000)
starts = np.interp(offsets, psi_dense, x_dense)
ends = np.interp(offsets + gap, psi_dense, x_dense)
best = np.argmin(ends - starts)
path = ends[best] - starts[best]
path_ideal = lam * np.log(V / (V - gap))
tunnel = transmission(profile, starts[best], ends[best], offsets[best])

# Other neglected effects
drain_potential = gap + eta0 * Vt + drain_bias
w_finite = shoot(K, lam, V, channel_length, drain_potential)[0]
eta_channel = (V - gap - drain_bias) / Vt - eta0
electrons = Nc300 * fermi(eta_channel)[0][0]
electron_shift = curvature(electrons) * lam**2
dopants = doping * 1e-21 * w * body * device_width
width_noise = abs(sensitivity) / np.sqrt(dopants)
wavelength = 2 * np.pi / (3 * np.pi**2 * doping * 1e-21)**(1 / 3)

print(f"Source doping N = {doping:.2e} cm^-3")
print(f"Potential difference V = {V:.2f} V")
print(f"Relative permittivities: Si {eps_si:.1f}, oxide {eps_ox:.1f}")
print(f"Body thickness = {body:.1f} nm; oxide thickness = {oxide:.1f} nm")
print(f"Natural length lambda = {lam:.3f} nm")
print(f"Source curvature K = {K:.4f} V/nm^2")
print(f"Zero-lambda width w0 = {w0:.3f} nm")
print(f"Ratio lambda/w0 = {lam/w0:.3f}")
print(f"Source depletion width w = {w:.3f} nm = {w*10:.2f} angstrom")
print(f"Width from shooting = {numeric[0]:.3f} nm")
print(f"Interface potential psi0 = {psi0:.3f} V")
print(f"Channel share of potential drop = {V-psi0:.3f} V")
print(f"Peak field = {field*10:.2f} MV/cm")
print(f"dln(w)/dln(N): formula {sensitivity:.3f}, shooting {slope_numeric:.3f}")
for trial in [1, 2, 4, 8]:
    wt = width(K, trial, V)
    print(f"lambda {trial} nm: w {wt:.3f} nm, psi0 {K*wt**2/2:.3f} V")
for trial in [2e19, 5e19, 2e20]:
    print(f"N {trial:.0e} cm^-3: w {width(curvature(trial), lam, V):.3f} nm")
print(f"Temperature = {T:.0f} K; valence density Nv = {Nv300:.1e} cm^-3")
print(f"Source Fermi level below valence edge = {eta0*Vt:.3f} eV")
print(f"Hole-pressure shift delta at 300 K = {delta:.4f} V")
print(f"Width with V-delta = {w_pressure:.3f} nm")
print(f"1D Fermi-Dirac charge width = {w_holes:.3f} nm")
print(f"1D Fermi-Dirac interface potential = {psi_holes:.3f} V")
print(f"Hole-pressure shift at 400 K = {delta400:.4f} V")
print(f"Pressure-corrected width at 400 K = {width(K,lam,V-delta400):.3f} nm")
print(f"2D decay length = {fringed[3]:.3f} nm")
print(f"2D midplane width, oxide spacer = {fringed[0]:.3f} nm")
print(f"2D midplane width, coarser grid = {coarse[0]:.3f} nm")
print(f"2D mean width, oxide spacer = {fringed[1]:.3f} nm")
print(f"2D midplane interface potential = {fringed[2]:.3f} V")
print(f"2D midplane width, fringing removed = {unfringed[0]:.3f} nm")
print(f"2D mean width, fringing removed = {unfringed[1]:.3f} nm")
print(f"Channel length = {channel_length:.0f} nm; drain bias = {drain_bias:.1f} V")
print(f"Drain potential from source = {drain_potential:.3f} V")
print(f"Width with finite channel = {w_finite:.3f} nm")
print(f"Conduction density Nc = {Nc300:.1e} cm^-3")
print(f"Channel electron density = {electrons:.2e} cm^-3")
print(f"Potential scale of channel electrons = {electron_shift:.2e} V")
print(f"Device width = {device_width:.0f} nm; depleted dopants = {dopants:.1f}")
print(f"Estimated random width spread = {100*width_noise:.1f} percent")
print(f"Single-band hole Fermi wavelength = {wavelength:.2f} nm")
print(f"Band gap = {gap:.2f} eV; reduced mass = {reduced_mass:.2f} m_e")
print(f"Shortest tunnel path = {path:.2f} nm")
print(f"Shortest path with undepleted source = {path_ideal:.2f} nm")
print(f"Direct two-band WKB transmission = {tunnel:.2e}")
print("checks complete")
```

Running it gives:

```
Source doping N = 1.00e+20 cm^-3
Potential difference V = 1.40 V
Relative permittivities: Si 11.7, oxide 3.9
Body thickness = 5.0 nm; oxide thickness = 1.0 nm
Natural length lambda = 3.153 nm
Source curvature K = 0.1547 V/nm^2
Zero-lambda width w0 = 4.255 nm
Ratio lambda/w0 = 0.741
Source depletion width w = 2.143 nm = 21.43 angstrom
Width from shooting = 2.143 nm
Interface potential psi0 = 0.355 V
Channel share of potential drop = 1.045 V
Peak field = 3.31 MV/cm
dln(w)/dln(N): formula -0.798, shooting -0.798
lambda 1 nm: w 3.371 nm, psi0 0.879 V
lambda 2 nm: w 2.702 nm, psi0 0.564 V
lambda 4 nm: w 1.840 nm, psi0 0.262 V
lambda 8 nm: w 1.061 nm, psi0 0.087 V
N 2e+19 cm^-3: w 6.870 nm
N 5e+19 cm^-3: w 3.641 nm
N 2e+20 cm^-3: w 1.205 nm
Temperature = 300 K; valence density Nv = 3.0e+19 cm^-3
Source Fermi level below valence edge = 0.060 eV
Hole-pressure shift delta at 300 K = 0.0402 V
Width with V-delta = 2.094 nm
1D Fermi-Dirac charge width = 2.094 nm
1D Fermi-Dirac interface potential = 0.379 V
Hole-pressure shift at 400 K = 0.0472 V
Pressure-corrected width at 400 K = 2.085 nm
2D decay length = 3.157 nm
2D midplane width, oxide spacer = 2.722 nm
2D midplane width, coarser grid = 2.731 nm
2D mean width, oxide spacer = 3.572 nm
2D midplane interface potential = 0.427 V
2D midplane width, fringing removed = 2.106 nm
2D mean width, fringing removed = 2.161 nm
Channel length = 20 nm; drain bias = 0.5 V
Drain potential from source = 1.680 V
Width with finite channel = 2.144 nm
Conduction density Nc = 3.0e+19 cm^-3
Channel electron density = 5.87e+14 cm^-3
Potential scale of channel electrons = 9.02e-06 V
Device width = 10 nm; depleted dopants = 10.7
Estimated random width spread = 24.4 percent
Single-band hole Fermi wavelength = 4.38 nm
Band gap = 1.12 eV; reduced mass = 0.15 m_e
Shortest tunnel path = 6.02 nm
Shortest path with undepleted source = 5.07 nm
Direct two-band WKB transmission = 3.18e-06
checks complete
```
